**Gamma and K valence states in a twisted bilayer: supercells against momentum-space formulas**

The program tests the claim that a twist leaves the Gamma valence splitting at $2T(0)$, while a K state is shifted by $3w^2/\Delta$ when $w\ll\Delta$. Here $T(q)$ is the Fourier transform of the interlayer hopping divided by the cell area, $w=T(|K|)$, and $\Delta$ is the detuning of the K state from its partners in the rotated layer. It asserts that the formula for $T(q)$ agrees with quadrature, and that direct lattice sums for aligned layers agree with reciprocal sums. It then diagonalises five commensurate supercells built from real-space hoppings and asserts that each Gamma splitting lies within 6 meV of $2T(0)$ and that the K shifts above 9° lie within 5% of second-order theory. The output shows a Gamma splitting of 608.9 meV at all five angles, while the K shift falls from 44.73 meV at 3.15° to 2.61 meV at 21.79°. At 3.15° second-order theory gives 77.09 meV, and the program asserts that it fails there. Further assertions cover the $p_z$ phase sums, a wider gap, a spin-orbit offset and a perpendicular field.

## Program and output

```python
# RESULT UNDER TEST: twisting a bilayer does not decouple all valence states.
# Tunnelling at in-plane momentum q has amplitude T(q) = FT[hopping](q)/cell area.
# Gamma: splitting 2*T(0) at every twist angle.
# K: second-order shift 3*w^2/detuning, w = T(|K|), valid if w << detuning.
# Symbols: a lattice constant, d tunnelling gap, kappa decay constant,
# t1,t2 in-plane hoppings (first, second neighbours), v0 vertical hopping.
# Lengths in nm, energies in eV internally. Real-space supercells are
# diagonalised and compared with the momentum-space formulas.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import j0

a, d0, barrier, v0 = 0.316, 0.30, 5.0, 0.16
t1, t2 = -0.01, 0.17
extra_gap, spin_orbit = 0.03, 0.15
field_MV_cm, layer_distance, temperature = 1.0, 0.60, 300.0

hbar2_over_m = const.hbar**2 / (const.m_e * const.e) * 1e18   # eV nm^2
kappa = np.sqrt(2 * barrier / hbar2_over_m)
strength = v0 * d0 * np.exp(kappa * d0)
lattice = a * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
area = abs(np.linalg.det(lattice))
reciprocal = 2 * np.pi * np.linalg.inv(lattice).T
K = np.array([4 * np.pi / (3 * a), 0.0])
K_length = np.linalg.norm(K)
G_length = np.linalg.norm(reciprocal[0])
zero = np.zeros(2)


def rotation(angle):
    c, s = np.cos(angle), np.sin(angle)
    return np.array([[c, -s], [s, c]])


def interlayer_hop(r, gap=d0):
    R = np.sqrt(r**2 + gap**2)
    return strength * np.exp(-kappa * R) / R


def inplane_hop(r):
    return t1 * (abs(r - a) < 1e-6) + t2 * (abs(r - np.sqrt(3) * a) < 1e-6)


def amplitude(q, gap=d0):
    """Derived formula for the tunnelling amplitude T(q)."""
    s = np.sqrt(kappa**2 + q**2)
    return 2 * np.pi * strength * np.exp(-s * gap) / (s * area)


def band(k):
    """Monolayer dispersion."""
    a1, a2 = lattice
    first = [a1, a2, a2 - a1]
    second = [a1 + a2, 2 * a2 - a1, 2 * a1 - a2]
    return (2 * t1 * sum(np.cos(k @ v) for v in first)
            + 2 * t2 * sum(np.cos(k @ v) for v in second))


def detuning(angle):
    return band(K) - band(rotation(-angle) @ K)


# --- Fourier transform of the hopping, by quadrature
for q in (0.0, K_length, G_length):
    integral = quad(lambda r: 2 * np.pi * r * j0(q * r) * interlayer_hop(r),
                    0, 4, limit=400, epsabs=1e-12)[0] / area
    assert abs(integral - amplitude(q)) < 1e-8

T0, w, TG = amplitude(0.0), amplitude(K_length), amplitude(G_length)


# --- aligned layers: direct lattice sum against the reciprocal sum
def registry_direct(k, shift):
    n = np.arange(-12, 13)
    i, j = np.meshgrid(n, n)
    r = np.stack([i.ravel(), j.ravel()], axis=1) @ lattice + shift
    return np.sum(interlayer_hop(np.hypot(r[:, 0], r[:, 1]))
                  * np.exp(-1j * r @ k))


def registry_formula(k, shift):
    n = np.arange(-7, 8)
    i, j = np.meshgrid(n, n)
    G = np.stack([i.ravel(), j.ravel()], axis=1) @ reciprocal
    q = np.hypot(G[:, 0] + k[0], G[:, 1] + k[1])
    return np.sum(amplitude(q) * np.exp(1j * G @ shift))


hollow = (lattice[0] + lattice[1]) / 3
registry = {}
for name, k in (("Gamma", zero), ("K", K)):
    for place, shift in (("eclipsed", zero), ("hollow", hollow)):
        value = registry_direct(k, shift)
        assert abs(value - registry_formula(k, shift)) < 1e-7
        registry[name, place] = abs(value)
assert registry["K", "hollow"] < 1e-7
assert abs(registry["K", "eclipsed"] - 3 * w) < 0.05 * 3 * w
assert abs(registry["Gamma", "hollow"] / T0 - 1) < 0.06
assert abs(registry["Gamma", "eclipsed"] / T0 - 1) < 0.06

# --- C3 phase sums: chalcogen p_z with metal d orbital of angular number m
neighbours = [rotation(2 * np.pi * j / 3) @ hollow for j in range(3)]


def phase_sum(k, m):
    return abs(sum(np.exp(1j * (k @ v) - 1j * m * np.arctan2(v[1], v[0]))
                   for v in neighbours))


pz_gamma = [phase_sum(zero, m) for m in (0, 2, -2)]
pz_K = [phase_sum(K, m) for m in (0, 2, -2)]
assert np.allclose(pz_gamma, [3, 0, 0], atol=1e-10)
assert pz_K[0] < 1e-10 and np.allclose(sorted(pz_K), [0, 0, 3], atol=1e-10)


# --- twisted commensurate supercells built from real-space hoppings
def cell_sites(m, n):
    size = m * m + m * n + n * n
    grid = np.arange(-(m + n), 2 * (m + n) + 1)
    i, j = [x.ravel() for x in np.meshgrid(grid, grid)]
    u, v = (m + n) * i + n * j, -n * i + m * j
    inside = (u >= 0) & (u < size) & (v >= 0) & (v < size)
    sites = np.stack([i[inside], j[inside]], axis=1) @ lattice
    assert len(sites) == size
    return sites


def twist_angle(m, n):
    p, q = m * lattice[0] + n * lattice[1], n * lattice[0] + m * lattice[1]
    return np.arctan2(p[1], p[0]) - np.arctan2(q[1], q[0])


def bloch_block(rows, columns, hop, k, A1, A2):
    difference = rows[:, None, :] - columns[None, :, :]
    reach = int(np.ceil(2.0 / np.linalg.norm(A1))) + 1
    block = np.zeros(difference.shape[:2], dtype=complex)
    for i in range(-reach, reach + 1):
        for j in range(-reach, reach + 1):
            L = i * A1 + j * A2
            x, y = difference[..., 0] - L[0], difference[..., 1] - L[1]
            block += hop(np.hypot(x, y)) * np.exp(-1j * (k[0] * x + k[1] * y))
    return block


def solve(m, n, k, gap=d0, offsets=(0.0, 0.0)):
    A1 = m * lattice[0] + n * lattice[1]
    A2 = rotation(np.pi / 3) @ A1
    layer1 = cell_sites(m, n)
    layer2 = cell_sites(n, m) @ rotation(twist_angle(m, n)).T
    N = len(layer1)
    H11 = bloch_block(layer1, layer1, inplane_hop, k, A1, A2)
    H22 = bloch_block(layer2, layer2, inplane_hop, k, A1, A2)
    H12 = bloch_block(layer1, layer2, lambda r: interlayer_hop(r, gap),
                      k, A1, A2)
    H = np.block([[H11 + offsets[0] * np.eye(N), H12],
                  [H12.conj().T, H22 + offsets[1] * np.eye(N)]])
    assert np.allclose(H, H.conj().T, atol=1e-10)
    return np.linalg.eigh(H)


def follow(solution, c1, c2):
    """Energy and layer-1 weight of the state most like c1*layer1 + c2*layer2
    plane waves; states closer than 2 meV are averaged by overlap, because
    equal layers leave a nearly degenerate partner."""
    energies, vectors = solution
    N = len(energies) // 2
    trial = np.concatenate([np.full(N, c1), np.full(N, c2)]).astype(float)
    trial /= np.linalg.norm(trial)
    overlap = abs(trial @ vectors)**2
    best = np.argmax(overlap)
    near = abs(energies - energies[best]) < 2e-3
    energy = np.sum(overlap[near] * energies[near]) / np.sum(overlap[near])
    return energy, np.sum(abs(vectors[:N, best])**2)


E_gamma, E_K = band(zero), band(K)
rows = []
for m, n in ((1, 2), (2, 3), (3, 4), (5, 6), (10, 11)):
    angle = twist_angle(m, n)
    at_gamma = solve(m, n, zero)
    top, bottom = follow(at_gamma, 1, 1)[0], follow(at_gamma, 1, -1)[0]
    shift = follow(solve(m, n, K), 1, 0)[0] - E_K
    second_order = 3 * w**2 / detuning(angle)
    rows.append((np.degrees(angle), m*m + m*n + n*n, top - bottom, shift,
                 second_order, detuning(angle), top))
    # 6 meV allows for the higher harmonics T(G), about 2 meV each
    assert abs(top - bottom - 2 * T0) < 6e-3
    assert 0 < shift < 3 * w
    if np.degrees(angle) > 9:
        # next order is of relative size (w/detuning)^2 times a few
        assert abs(shift / second_order - 1) < 0.05
assert rows[-1][3] < 0.8 * rows[-1][4]      # second order fails at small angle
crossover = np.degrees(brentq(lambda x: detuning(x) - w,
                              np.radians(0.5), np.radians(20)))

# --- neglected effects, all in the supercell of the third row
m, n = 3, 4
angle = twist_angle(m, n)
ref_top, ref_shift = rows[2][6], rows[2][3]

wide = solve(m, n, zero, gap=d0 + extra_gap)
wide_split = follow(wide, 1, 1)[0] - follow(wide, 1, -1)[0]
assert abs(wide_split - 2 * amplitude(0.0, d0 + extra_gap)) < 6e-3

so_shift = follow(solve(m, n, K, offsets=(0, -spin_orbit)), 1, 0)[0] - E_K
so_formula = 3 * w**2 / (detuning(angle) + spin_orbit)
assert abs(so_shift / so_formula - 1) < 0.05

U = field_MV_cm * 0.1 * layer_distance      # 1 MV/cm = 0.1 V/nm
biased_top, gamma_weight = follow(
    solve(m, n, zero, offsets=(U / 2, -U / 2)), 1, 1)
biased_K, K_weight = follow(solve(m, n, K, offsets=(U / 2, -U / 2)), 1, 0)
gamma_move, K_move = biased_top - ref_top, biased_K - E_K - ref_shift
assert abs(gamma_move - (np.sqrt(T0**2 + U**2 / 4) - T0)) < 2e-4
K_move_formula = U / 2 + 3 * w**2 * (1 / (detuning(angle) + U)
                                     - 1 / detuning(angle))
assert abs(K_move - K_move_formula) < 1e-3
assert K_weight > 0.9
assert abs(gamma_weight - 0.5 * (1 + U / np.sqrt(U**2 + 4 * T0**2))) < 0.01

gamma_above_K = ref_top - (E_K + ref_shift)
assert E_K > E_gamma and gamma_above_K > 0
kT = const.k * temperature / const.e


def mass(k):
    h = np.array([1e-2, 0.0])
    curvature = (band(k + h) - 2 * band(k) + band(k - h)) / 1e-4
    return -hbar2_over_m / curvature


print(f"Lattice constant: {a:.3f} nm; tunnelling gap: {d0:.2f} nm")
print(f"Barrier: {barrier:.1f} eV; decay constant kappa: {kappa:.2f} nm^-1")
print(f"Vertical hopping v0: {v0:.2f} eV")
print(f"In-plane hoppings t1, t2: {t1:.2f}, {t2:.2f} eV")
print(f"Cell area: {area:.5f} nm^2")
print(f"|K|: {K_length:.2f} nm^-1; shortest |G|: {G_length:.2f} nm^-1")
print(f"Hole mass at Gamma, K: {mass(zero):.2f}, {mass(K):.2f} m_e")
print(f"Monolayer K above Gamma: {1e3*(E_K-E_gamma):.1f} meV")
print(f"T(0): {1e3*T0:.1f} meV; 2T(0): {2e3*T0:.1f} meV")
print(f"w = T(K): {1e3*w:.1f} meV; ratio w/T(0): {w/T0:.3f}")
print(f"T(G), shortest G: {1e3*TG:.2f} meV")
print("Aligned layers, coupling by registry:")
for (name, place), value in registry.items():
    print(f"  {name}, {place}: {1e3*value:.1f} meV")
print("p_z phase sums for d orbitals m = 0, +2, -2:")
print("  Gamma: " + ", ".join(f"{x:.1f}" for x in pz_gamma))
print("  K: " + ", ".join(f"{x:.1f}" for x in pz_K))
print("Twisted supercells (energies in meV):")
print("  deg | sites/layer | Gamma split | K shift | 2nd order | detuning")
for deg, N, split, shift, second, det, _ in rows:
    print(f"  {deg:.2f} | {N} | {1e3*split:.1f} | {1e3*shift:.2f}"
          f" | {1e3*second:.2f} | {1e3*det:.1f}")
print(f"Angle where detuning equals w: {crossover:.2f} deg")
print(f"Following lines: twist {np.degrees(angle):.2f} deg")
print(f"Gamma top above K top: {1e3*gamma_above_K:.1f} meV")
print(f"kT at {temperature:.0f} K: {1e3*kT:.1f} meV")
print(f"Boltzmann factor, K against Gamma: {np.exp(-gamma_above_K/kT):.1e}")
print(f"Gap wider by {extra_gap:.2f} nm: Gamma split {1e3*wide_split:.1f} meV")
print(f"  T(0) falls to {amplitude(0.0, d0+extra_gap)/T0:.2f} of its value")
print(f"  T(K) falls to {amplitude(K_length, d0+extra_gap)/w:.2f} of its value")
print(f"Spin-orbit offset {spin_orbit:.2f} eV: K shift {1e3*so_shift:.2f} meV")
print(f"Field {field_MV_cm:.1f} MV/cm over {layer_distance:.2f} nm:"
      f" U = {1e3*U:.1f} meV")
print(f"  Gamma top moves by {1e3*gamma_move:.2f} meV")
print(f"  K state of layer 1 moves by {1e3*K_move:.2f} meV")
print(f"  Layer-1 weight: Gamma {gamma_weight:.3f}, K {K_weight:.3f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Lattice constant: 0.316 nm; tunnelling gap: 0.30 nm
Barrier: 5.0 eV; decay constant kappa: 11.46 nm^-1
Vertical hopping v0: 0.16 eV
In-plane hoppings t1, t2: -0.01, 0.17 eV
Cell area: 0.08648 nm^2
|K|: 13.26 nm^-1; shortest |G|: 22.96 nm^-1
Hole mass at Gamma, K: 0.51, 0.49 m_e
Monolayer K above Gamma: 90.0 meV
T(0): 304.4 meV; 2T(0): 608.9 meV
w = T(K): 32.3 meV; ratio w/T(0): 0.106
T(G), shortest G: 1.92 meV
Aligned layers, coupling by registry:
  Gamma, eclipsed: 316.0 meV
  Gamma, hollow: 298.7 meV
  K, eclipsed: 99.1 meV
  K, hollow: 0.0 meV
p_z phase sums for d orbitals m = 0, +2, -2:
  Gamma: 3.0, 0.0, 0.0
  K: 0.0, 0.0, 3.0
Twisted supercells (energies in meV):
  deg | sites/layer | Gamma split | K shift | 2nd order | detuning
  21.79 | 7 | 608.9 | 2.61 | 2.60 | 1202.1
  13.17 | 19 | 608.9 | 5.19 | 5.21 | 599.7
  9.43 | 37 | 608.9 | 9.17 | 9.33 | 335.2
  6.01 | 91 | 608.9 | 19.86 | 21.76 | 143.7
  3.15 | 331 | 608.9 | 44.73 | 77.09 | 40.5
Angle where detuning equals w: 2.81 deg
Following lines: twist 9.43 deg
Gamma top above K top: 205.3 meV
kT at 300 K: 25.9 meV
Boltzmann factor, K against Gamma: 3.6e-04
Gap wider by 0.03 nm: Gamma split 431.8 meV
  T(0) falls to 0.71 of its value
  T(K) falls to 0.59 of its value
Spin-orbit offset 0.15 eV: K shift 6.41 meV
Field 1.0 MV/cm over 0.60 nm: U = 60.0 meV
  Gamma top moves by 1.47 meV
  K state of layer 1 moves by 28.65 meV
  Layer-1 weight: Gamma 0.549, K 0.981
ALL CHECKS PASSED
```
